# Negative Brillouin energy in a Debye liquid, and what is actually stored

**Question**

I want the electric energy stored in a polar liquid driven by a microwave field. For a field of peak amplitude $A$ and angular frequency $\omega$ I used the Brillouin formula for the cycle-averaged energy density,

$$w_B=\frac{\varepsilon_0}{4}\,\frac{d(\omega\varepsilon')}{d\omega}\,A^2 ,$$

with a Debye permittivity. My parameters are rough values for water at room temperature: $\varepsilon_\infty=5$, relaxation strength $\Delta\varepsilon=73$, relaxation time $\tau=8$ ps. At 34.46 GHz and $A=1$ kV/cm I get $-0.0913$ J/m³.

Have I made a sign error? If not, how can a passive liquid, which was at rest before the field came on, hold negative energy? And if the formula does not give the stored energy here, what does, and what is the negative number telling me?

**Answer**

Your arithmetic is right, but the number is not the stored energy. It is the work done in slowly switching on the field, minus a loss computed as if heating followed the field envelope without delay. In a Debye liquid the heating is delayed, and the heat still missing can exceed the energy stored.

I assume a linear, uniform liquid at constant temperature, and I count electric work only.

**Where the formula goes negative**

Write fields as $E=\mathrm{Re}[A e^{-i\omega t}]$, and let $x=\omega\tau$. With this sign convention a lossy medium has $\varepsilon=\varepsilon'+i\varepsilon''$ with $\varepsilon''>0$, and the Debye form is

$$\varepsilon=\varepsilon_\infty+\frac{\Delta\varepsilon}{1-ix},\qquad \varepsilon'=\varepsilon_\infty+\frac{\Delta\varepsilon}{1+x^2},\qquad \varepsilon''=\frac{\Delta\varepsilon\,x}{1+x^2}.$$

Since $\tau$ is fixed, $d(\omega\varepsilon')/d\omega=d(x\varepsilon')/dx$, so

$$\frac{d(\omega\varepsilon')}{d\omega}=\varepsilon_\infty+\Delta\varepsilon\left[\frac{1}{1+x^2}-\frac{2x^2}{(1+x^2)^2}\right]=\varepsilon_\infty+\Delta\varepsilon\,\frac{1-x^2}{(1+x^2)^2}.$$

Put $u=x^2$. The derivative of the last fraction is

$$\frac{d}{du}\frac{1-u}{(1+u)^2}=\frac{-(1+u)-2(1-u)}{(1+u)^3}=\frac{u-3}{(1+u)^3}.$$

It changes from negative to positive at $u=3$, so the minimum is at $\omega\tau=\sqrt3$, where the fraction equals $-2/16=-1/8$. The lowest value of the whole expression is $\varepsilon_\infty-\Delta\varepsilon/8$. It is negative if and only if $\Delta\varepsilon>8\varepsilon_\infty$; at equality it touches zero.

For the width of the negative band, let $r=\Delta\varepsilon/\varepsilon_\infty$ and multiply by $(1+u)^2/\varepsilon_\infty$. The condition becomes

$$u^2-(r-2)u+(1+r)<0,\qquad u_\pm=\frac{r-2\pm\sqrt{r^2-8r}}{2},$$

because $(r-2)^2-4(1+r)=r^2-8r$. Your liquid has $r=14.6$, and the band runs from $\omega\tau=1.18$ to $3.35$, or from 23.5 to 66.6 GHz.

**The energy balance in time**

A formula for a sinusoidal field cannot by itself separate storage from heat. The equation of motion can. Split $D=\varepsilon_0\varepsilon_\infty E+P$, where the relaxing polarization obeys

$$\tau\dot P+P=\chi E,\qquad \chi=\varepsilon_0\Delta\varepsilon .$$

For a sinusoidal field this gives $P=\chi E/(1-ix)$, which is the Debye law. The electric work per unit volume and time is $E\dot D$. Substituting $E=(P+\tau\dot P)/\chi$ in the part $E\dot P$ gives

$$E\dot D=\frac{dF}{dt}+q,\qquad F=\frac{\varepsilon_0\varepsilon_\infty E^2}{2}+\frac{P^2}{2\chi},\qquad q=\frac{\tau\dot P^2}{\chi}\ge0 .$$

$F$ is a function of the present state and $q$ is irreversible heating. Both are non-negative at every instant.

**Why $F$ deserves the name stored energy**

One could ask whether some other splitting is equally good. To decide, ask how much work can be taken back from a state with polarization $P_0$. The $\varepsilon_\infty$ part responds at once and returns its energy at any speed. For the relaxing part, let $P$ go from $P_0$ to $P_T$ in a time $T$. The work recovered is

$$R=\frac{P_0^2-P_T^2}{2\chi}-\frac{\tau}{\chi}\int_0^T\dot P^2dt .$$

For given end points the integral is at least $(P_0-P_T)^2/T$, by the Cauchy–Schwarz inequality, and a constant rate attains this value. Setting the derivative with respect to $P_T$ to zero gives $P_T=2\tau(P_0-P_T)/T$. With $s=2\tau/T$ this means $P_T=sP_0/(1+s)$ and $P_0-P_T=P_0/(1+s)$, hence

$$R_{\max}=\frac{P_0^2}{2\chi}\left[1-\frac{s^2+s}{(1+s)^2}\right]=\frac{P_0^2}{2\chi}\,\frac{T}{T+2\tau}.$$

Afterwards the field is set to zero, and the rest of $P$ decays without electric work.

In the other direction, building up $P_0$ from rest costs least at a constant rate $P_0/T$:

$$W_{\min}=\frac{P_0^2}{2\chi}+\frac{\tau P_0^2}{\chi T}=\frac{P_0^2}{2\chi}\left(1+\frac{2\tau}{T}\right).$$

A stored energy that vanishes at rest, and never grows by more than the work supplied, cannot be smaller than what can be recovered or larger than what must be supplied. For long $T$ both limits tend to $P_0^2/(2\chi)$, so the splitting is unique in this model.

A numerical search over step-wise fields, using the response law but no assumed energy function, gives for $T=20\tau$ a recovered fraction of 0.909 and a required fraction of 1.100. For $T=200\tau$ the fractions are 0.990 and 1.010.

$F$ is an isothermal free energy. The internal energy is a different quantity and needs the temperature dependence of the parameters. For example, if $\Delta\varepsilon\propto1/T_K$, with $T_K$ the temperature, then at fixed $P$ the relaxing part of $F$ is proportional to $T_K$, and $F-T_K\,\partial F/\partial T_K=0$. The recoverable work of the relaxing part is then held entirely as lowered entropy.

**The cycle average**

In a steady sinusoidal field the amplitude of $P$ is $\chi A/(1-ix)$, with squared modulus $\chi^2A^2/(1+x^2)$. The mean square of a sinusoid is half its squared amplitude, so

$$w_S=\langle F\rangle=\frac{\varepsilon_0\varepsilon_\infty A^2}{4}+\frac{\chi A^2}{4(1+x^2)}=\frac{\varepsilon_0}{4}\,\varepsilon'(\omega)\,A^2>0 .$$

This is the formula to use for your liquid, within the Debye model. It is not a general rule for dispersive media, as the oscillator below shows.

**What the Brillouin expression measures**

Now let the amplitude $A(t)$ be real and vary slowly on the scales of $\tau$ and the period. In the frequency domain, $\dot D$ is $E$ multiplied by $g(\omega)=-i\omega\varepsilon_0\varepsilon(\omega)$. A component of the envelope varying as $e^{-i\Omega t}$ is multiplied by $g(\omega+\Omega)$. Expanding in $\Omega$ and replacing $\Omega$ by $i\,d/dt$, the complex amplitude of $\dot D$ is

$$gA+ig'\dot A-\tfrac12g''\ddot A+\dots$$

Here primes on $g$, and on brackets below, mean derivatives with respect to $\omega$. The cycle-averaged power is half the real part of this amplitude times $A$. Here and below, the average of a power means that its terms oscillating at $2\omega$ are dropped. Those terms make the accumulated work and heat oscillate on the plateau, so their plateau values are also averaged over a period. Since $\mathrm{Re}\,g=\omega\varepsilon_0\varepsilon''$, $\mathrm{Re}(ig')=\varepsilon_0(\omega\varepsilon')'$ and $\mathrm{Re}\,g''=\varepsilon_0(\omega\varepsilon'')''$,

$$\langle E\dot D\rangle=\frac{\omega\varepsilon_0\varepsilon''}{2}A^2+\frac{\varepsilon_0}{4}(\omega\varepsilon')'\frac{d(A^2)}{dt}-\frac{\varepsilon_0}{4}(\omega\varepsilon'')''A\ddot A+\dots$$

The factor in the middle term comes from $A\dot A=\tfrac12\,d(A^2)/dt$. Integrate from rest to a plateau. The middle term gives $w_B$, whatever the shape of the slow ramp. The first term is the loss at its steady-state rate. So

$$w_B=\text{work supplied}-\int\frac{\omega\varepsilon_0\varepsilon''}{2}A^2\,dt\qquad\text{(slow switch-on)} .$$

To call this storage, one must assume that the integral equals the heat produced so far. That assumption fails at the same order as $w_B$ itself.

**The missing heat**

Apply the same expansion to $q$. The multiplier that turns $E$ into $\dot P$ is $p(\omega)=-i\omega\chi/(1-ix)$, and $d[\omega/(1-i\omega\tau)]/d\omega=1/(1-ix)^2$. To first order the amplitude of $\dot P$ is therefore

$$pA+\frac{\chi}{(1-ix)^2}\dot A .$$

Its squared modulus contains a cross term $2A\dot A\,\mathrm{Re}[p^*\chi/(1-ix)^2]$, where

$$p^*\frac{\chi}{(1-ix)^2}=\frac{i\omega\chi^2}{(1+ix)(1-ix)^2}=\frac{i\omega\chi^2(1+ix)}{(1+x^2)^2},$$

with real part $-\omega x\chi^2/(1+x^2)^2$. Multiplying by $\tau/(2\chi)$, and using $\omega\tau=x$,

$$\langle q\rangle=\frac{\omega\varepsilon_0\varepsilon''}{2}A^2-\frac{\chi x^2}{2(1+x^2)^2}\frac{d(A^2)}{dt}+\dots$$

To this order, while the field rises, the averaged heating is below its steady-state rate. The ratio of the two coefficients is a time,

$$t_{\rm lag}=\frac{\chi x^2/[2(1+x^2)^2]}{\chi\omega x/[2(1+x^2)]}=\frac{\tau}{1+x^2},$$

so to this order the heating follows $A^2(t-t_{\rm lag})$. On the plateau the accumulated deficit is

$$h=\frac{\varepsilon_0\Delta\varepsilon\,x^2}{2(1+x^2)^2}A^2,\qquad w_B=w_S-h .$$

The second relation can be checked directly: $\Delta\varepsilon/(1+x^2)-2\Delta\varepsilon\,x^2/(1+x^2)^2$ is the relaxing part of the Brillouin expression. During a slow switch-off $d(A^2)/dt$ is negative, the averaged heating exceeds its steady-state rate, and the deficit is made up, apart from a remainder that vanishes as the inverse ramp time.

**Your numbers**

The common factor is $\varepsilon_0A^2/4=0.02214$ J/m³ for $A=1$ kV/cm. At $\omega\tau=\sqrt3$:

- Brillouin: $(5-73/8)\times0.02214=-4.125\times0.02214=-0.0913$ J/m³.
- Stored: $(5+73/4)\times0.02214=23.25\times0.02214=0.515$ J/m³.
- Heat deficit: the lag is $8/4=2$ ps and the steady loss is $3.03\times10^{11}$ W/m³. Their product is 0.606 J/m³.

Indeed $0.515-0.606=-0.091$ J/m³. Within a cycle $F$ oscillates, but its lowest value is 0.153 J/m³ (the printed 0.1537 is the lowest of 64 sampled points per period).

The switch-on can also be followed directly. I computed the work of smooth pulses by Fourier transform from $\varepsilon(\omega)$, with a plateau of 12 periods, and averaged over the last plateau period:

| Ramp | Work supplied (J/m³) | Steady-rate loss (J/m³) | Difference (J/m³) |
|---|---:|---:|---:|
| 1.161 ns | 238.7423 | 238.8376 | −0.0953 |
| 2.322 ns | 376.5347 | 376.6279 | −0.0933 |

The work supplied is positive and large; the negative number is a small difference between two large ones. The distance from $-0.0913$ J/m³ halves when the ramp is doubled, as the third term of the power expansion requires: after integration by parts it becomes $\tfrac14\varepsilon_0(\omega\varepsilon'')''\int\dot A^2dt$, which scales as the inverse ramp time. Its sign also fits, because $(\omega\varepsilon'')''=\Delta\varepsilon\,\tau(2-6x^2)/(1+x^2)^3$ is negative at $x=\sqrt3$. Extrapolating the two ramps to infinite length gives $-0.0913$ J/m³. The printed numerical output has the remaining values.

**When the Brillouin formula does give storage**

If there is no loss, there is no heat to be late, and all the work of a slow switch-on is stored. Take a lossless oscillator medium,

$$\ddot P+\omega_0^2P=\varepsilon_0\omega_p^2E,\qquad P=\varepsilon_0aE,\qquad a=\frac{\omega_p^2}{\omega_0^2-\omega^2}.$$

Its energy is $\varepsilon_0E^2/2+(\dot P^2+\omega_0^2P^2)/(2\varepsilon_0\omega_p^2)$, including the kinetic term. The cycle mean, in units of $\varepsilon_0A^2/4$, is

$$1+\frac{(\omega^2+\omega_0^2)a^2}{\omega_p^2}=1+\omega_p^2\frac{\omega_0^2+\omega^2}{(\omega_0^2-\omega^2)^2}.$$

The Brillouin expression gives $1+a+\omega\,da/d\omega$. Since $da/d\omega=2\omega\omega_p^2/(\omega_0^2-\omega^2)^2$, this is the same result. Just above resonance $\varepsilon'=1+a$ is negative while the energy is positive, so here $\varepsilon_0\varepsilon'A^2/4$ would be the wrong formula.

In the Debye liquid $h>0$ at every nonzero frequency, so the Brillouin value is too low even where it is positive. With your parameters, in units of $\varepsilon_0A^2/4$:

| $\omega\tau$ | Brillouin | Stored |
|---:|---:|---:|
| 0.1 | 75.85 | 77.28 |
| 1 | 5.00 | 41.50 |
| 10 | 4.29 | 5.72 |

At $\omega\tau=0.1$ the error is 1.9 % of the stored energy, and it vanishes as $x^2$ towards low frequency. At $\omega\tau=10$ it is still 25 %, although $\varepsilon'$ is already within 15 % of $\varepsilon_\infty$. A positive Brillouin value is therefore no evidence that the formula applies.

**How far this carries over to real water**

The parameters are rough, but the sign is not delicate: at fixed $\Delta\varepsilon$, $\varepsilon_\infty$ would have to exceed $73/8\approx9.1$ to remove it. Real water also has faster relaxation, which the model lumps into $\varepsilon_\infty$. If a part of strength 2 relaxes in 0.3 ps (rough figures), the Brillouin factor moves from $-4.125$ by only $-0.025$; with 1 ps instead, it moves by $-0.26$. The sign stays the same in both cases. The uniqueness of the stored energy does not carry over. With two relaxations the state has two polarizations, and the work that can be recovered no longer meets the work that must be supplied. At $\omega\tau=\sqrt3$ their cycle means, in units of $\varepsilon_0A^2/4$, are about 22 and 33 for a 0.3 ps fast part, and about 22 and 51 for 1 ps. The sum of the model's $P^2/(2\chi)$ terms plus the instantaneous part, about 23.2, lies between them but is no longer fixed by electric work alone. All these values are positive. The field is about 0.5 % of a rough short-pulse breakdown field of 0.2 MV/cm, and rough estimates of the relative saturation of the dipole response are $10^{-8}$ to $10^{-7}$, depending on how the field acting on a molecule is treated.

Measuring the small difference would be much harder than computing it. The longer pulse deposits 657 J/m³ in all and warms the liquid by about $1.6\times10^{-4}$ K. If the loss changes by 2 % per kelvin, the balance drifts by at most about 0.002 J/m³ (counting all the heat at the final temperature), or 2 % of the Brillouin value.

Two effects are larger. First, the fast relaxation also absorbs: it adds about 0.4 % (0.3 ps) or 1.3 % (1 ps) to $\varepsilon''$, which is 1.5 or 4.9 J/m³ of the steady loss. The loss must therefore be computed from the full $\varepsilon''$, not from the single Debye term. Second, the field is not uniform. For a thin slab of half-width 10 µm driven symmetrically from both faces, the estimated non-uniformity is about $10^{-3}$; lit from one side in air it is about three times larger. A fraction $10^{-3}$ of the 377 J/m³ steady loss is of order 0.4 J/m³, more than the magnitude of the Brillouin energy. For such a slab the estimate scales as the square of the width, so a half-width of 1 µm would bring it down to about 0.004 J/m³. A region inside bulk liquid crossed by a travelling wave is worse: the field decays over 0.49 mm, so it changes by 4 % across 20 µm, linearly in the width. Otherwise the loss must be computed from the actual macroscopic field at each point of the sample.

## Computed results

```
Rough water: eps_inf 5.0, Delta eps 73.0, tau 8.0 ps
Ratio Delta eps/eps_inf: 14.60
Field amplitude: 1.0 kV/cm
Frequency at omega tau = sqrt(3): 34.46 GHz
Numerical minimum at omega tau = 1.7321
Negative band, omega tau: 1.180 to 3.348
Negative band: 23.5 to 66.6 GHz
eps' = 23.250, eps'' = 31.610
d(omega eps')/d omega = -4.125
Energy unit eps0 A^2/4: 0.02214 J/m3
Brillouin energy: -0.0913 J/m3
Stored energy, cycle mean: 0.5146 J/m3
Stored energy, lowest in cycle: 0.1537 J/m3
Heat deficit after switch-on: 0.6060 J/m3
Lag of heating behind envelope: 2.000 ps
Steady loss power: 3.030e+11 W/m3
Pulse short: ramp 40 periods = 1.161 ns
  work up to plateau end: 238.7423 J/m3
  steady-rate loss: 238.8376 J/m3
  difference: -0.0953 J/m3
Pulse long: ramp 80 periods = 2.322 ns
  work up to plateau end: 376.5347 J/m3
  steady-rate loss: 376.6279 J/m3
  difference: -0.0933 J/m3
Difference, slow-ramp limit: -0.0913 J/m3
Ramp error, short over long: 2.000
Time 20 tau: recovered 0.9091, required 1.1000 of F_P
Time 200 tau: recovered 0.9899, required 1.0102 of F_P
omega tau, Brillouin G, stored G:
  0.100  75.846  77.277
  1.000  5.000  41.500
  1.732  -4.125  23.250
  10.000  4.292  5.723
Neglected effects (rough inputs):
 fast part 2.0, 0.3 ps: shift of Brillouin G -0.0251
 same, shift of stored G: -0.0084
 heat of long pulse: 656.7 J/m3, warming 1.56e-04 K
 loss drift by warming (2 %/K): 2.05e-03 J/m3
 saturation, relative: 9.4e-09
 conduction (1e-04 S/m) over Debye loss: 1.7e-06
 field decay length: 0.490 mm
 non-uniformity, half-width 10 um: 1.0e-03
 field over breakdown (0.2 MV/cm): 5.0e-03
```
